\section*{Capillary barrier for a hole in a thin film, with wall relaxation}

\section{Result}

A film of thickness $h$ lies on a flat substrate. Its surface energy is $\gamma$ and its contact angle, measured inside the film, is $\theta$. A hole with vertical walls must pass the energy
\begin{equation}
E_{\rm cyl}=\frac{\pi\gamma h^2}{1-\cos\theta}
\label{eq:cyl}
\end{equation}
before it can grow. For $h=10$ nm, $\gamma=1.8$ J/m$^2$ and $\theta=120^\circ$ this is about $2400$ eV.

Vertical walls are a choice of shape, and a better shape costs less. If the surface may sag out to a radius $R\gg h$, the barrier for the relaxed axisymmetric hole is
\begin{equation}
E_{\rm rel}=\pi\gamma h^2\left[\frac1\Lambda-\frac1{2\Lambda^2}
+O\!\left(\frac{h^2}{R^2\Lambda^4}\right)\right],
\label{eq:main}
\end{equation}
where $\Lambda$ is the larger solution of
\begin{equation}
\Lambda-\ln\Lambda=L,\qquad
L=u_0+\ln\frac{2R}{h},\qquad \sinh u_0=-\cot\theta ,
\label{eq:lambda}
\end{equation}
up to terms of relative order $h^2/R^2$. For $R=100$ nm the leading term gives $680$ eV and the first correction lowers it to $614$ eV. The figure of $2400$ eV is therefore an upper estimate. An upper estimate cannot rule out thermal nucleation, so the comparison with temperature below uses the relaxed barrier.

\section{The hole with vertical walls}

Let $\gamma_i$ be the energy per area of the film--substrate interface and $\gamma_s$ that of the bare substrate. All surface energies are isotropic. A hole of radius $r$ removes film surface and interface, exposes substrate, and creates a side wall of area $2\pi rh$. The removed material spreads over a large flat film and adds no area there. Relative to the intact film,
\begin{equation}
\Delta E(r)=2\pi rh\gamma-\pi r^2(\gamma+\gamma_i-\gamma_s).
\end{equation}
Young's equation, $\gamma_s-\gamma_i=\gamma\cos\theta$, turns this into
\begin{equation}
\Delta E(r)=2\pi rh\gamma-\pi r^2\gamma(1-\cos\theta).
\label{eq:dE}
\end{equation}
The wall costs energy in proportion to $r$, and the removed area returns energy in proportion to $r^2$. Setting the derivative to zero gives
\begin{equation}
2\pi h\gamma-2\pi r\gamma(1-\cos\theta)=0
\quad\Rightarrow\quad r^*=\frac{h}{1-\cos\theta}.
\end{equation}
The second derivative, $-2\pi\gamma(1-\cos\theta)$, is negative, so this is a maximum. At $r^*$ the first term of (\ref{eq:dE}) is $2\pi\gamma h^2/(1-\cos\theta)$ and the second is minus half of that, which leaves (\ref{eq:cyl}).

For the example $1-\cos120^\circ=1.5$, hence $r^*=10/1.5=6.67$ nm and
\begin{equation}
E_{\rm cyl}=\frac{\pi(1.8)(10^{-8})^2}{1.5}\ {\rm J}
=3.77\times10^{-16}\ {\rm J}=2353\ {\rm eV}.
\end{equation}
Within this family a hole narrower than $6.67$ nm in radius closes and a wider one grows. With $h$ and $\gamma$ fixed, the barrier is $2630$ eV at $110^\circ$ and $2148$ eV at $130^\circ$: poorer wetting makes opening easier. As $\theta\to0$, $1-\cos\theta\to\theta^2/2$, and both $r^*$ and $E_{\rm cyl}$ diverge, because a wetting film gains nothing by uncovering its substrate.

\section{The relaxed wall}

Now let the hole have any axisymmetric profile $r(z)$, with $z=0$ at the substrate. The surface is held at height $h$ at radius $R$, so $r(h)=R$. Material passes freely to and from the surrounding flat film, whose capillary pressure is zero, and no volume constraint enters. Inside the contact radius $r_0=r(0)$ the interface is replaced by bare substrate, at a cost $\gamma_s-\gamma_i=\gamma\cos\theta$ per area. The energy is
\begin{equation}
E=\gamma\left[2\pi\int_0^h r\sqrt{1+r'^2}\,dz-\pi R^2
+\pi r_0^2\cos\theta\right].
\label{eq:functional}
\end{equation}
For vertical walls and a flat top the area is $2\pi rh+\pi(R^2-r^2)$, and (\ref{eq:dE}) is recovered.

The integrand does not contain $z$ explicitly, so a stationary profile has the first integral
\begin{equation}
r\sqrt{1+r'^2}-r'\frac{rr'}{\sqrt{1+r'^2}}
=\frac{r}{\sqrt{1+r'^2}}=c .
\end{equation}
Therefore $r'^2=r^2/c^2-1$, which integrates to a catenoid,
\begin{equation}
r(z)=c\cosh\!\left(\frac zc-u_0\right).
\end{equation}
The foot is free to slide. Its displacement $\delta r_0$ changes the energy by
\begin{equation}
2\pi\gamma r_0\left[-\frac{r'(0)}{\sqrt{1+r'(0)^2}}+\cos\theta\right]\delta r_0=0
\quad\Rightarrow\quad r'(0)=\cot\theta .
\end{equation}
Since $r'(0)=-\sinh u_0$, this fixes $\sinh u_0=-\cot\theta$. It also gives $\cosh u_0=1/\sin\theta$ and $r_0=c/\sin\theta$. For $\theta=120^\circ$, $u_0=0.5493$ is positive: the wall first leans over the hole, reaches a neck of radius $c$, and then flares outward.

The outer condition $r(h)=R$ determines $c$:
\begin{equation}
\frac hc=u_0+\operatorname{arcosh}\frac Rc\equiv\Lambda .
\label{eq:neck}
\end{equation}
The solution with $c\ll R$ is the one needed here.

With $u=z/c-u_0$ and $\sqrt{1+r'^2}=\cosh u$, the area runs from $-u_0$ to $u_1=h/c-u_0$:
\begin{align}
A&=2\pi c^2\int_{-u_0}^{u_1}\cosh^2u\,du\nonumber\\
&=\pi c^2\left[u_1+u_0+\sinh u_1\cosh u_1+\sinh u_0\cosh u_0\right].
\end{align}
Three substitutions simplify this. First, $c(u_1+u_0)=h$. Second, $c\cosh u_1=R$ gives $c^2\sinh u_1\cosh u_1=R\sqrt{R^2-c^2}$. Third, $c^2\sinh u_0\cosh u_0=-c^2\cos\theta/\sin^2\theta$. The substrate term in (\ref{eq:functional}) is $\pi r_0^2\cos\theta=+\pi c^2\cos\theta/\sin^2\theta$, which cancels the third. What remains is
\begin{equation}
E_{\rm rel}=\pi\gamma\left[ch-R\left(R-\sqrt{R^2-c^2}\right)\right].
\label{eq:closed}
\end{equation}
The contact angle now acts through $c$ alone.

\section{Large patch: leading term and first correction}

For $c\ll R$ the square root expands as
\begin{equation}
R\left(R-\sqrt{R^2-c^2}\right)=\frac{c^2}{2}+\frac{c^4}{8R^2}+\dots
\end{equation}
Inserting $c=h/\Lambda$ in (\ref{eq:closed}) gives (\ref{eq:main}). In the same limit $\operatorname{arcosh}(R/c)=\ln(2R/c)+O(c^2/R^2)$, and $\ln(2R/c)=\ln(2R/h)+\ln\Lambda$, so (\ref{eq:neck}) becomes (\ref{eq:lambda}).

The leading term has a simple origin. Far from the neck the surface height is $z\simeq h-c\ln(R/r)$, with small slope $c/r$. Its extra area costs
\begin{equation}
\frac\gamma2\int\left(\frac cr\right)^2 2\pi r\,dr
=\pi\gamma c^2\ln\frac{R}{r_{\rm in}}
\simeq\pi\gamma c^2\Lambda=\frac{\pi\gamma h^2}{\Lambda},
\end{equation}
where the inner cutoff $r_{\rm in}\sim c$ changes the logarithm by a number of order one. The barrier is thus mainly the cost of a wide, shallow depression. The correction $-1/(2\Lambda^2)$ comes from the neck. In units of $\pi\gamma c^2$, the exact surface outside the neck costs $\ln(2R/c)+\frac12$, the film surface missing inside the neck returns $1$, and the part below the neck, with the substrate term, adds $u_0$. The sum is $\Lambda-\frac12$.

For the example, $\pi\gamma h^2=1.5\times2353=3530$ eV. With $R=100$ nm the neck radius is $c=1.926$ nm, so $\Lambda=10/1.926=5.19$ and
\begin{equation}
E_{\rm rel}\simeq\frac{3530}{5.19}-\frac{3530}{2(5.19)^2}
=680-66=614\ {\rm eV}.
\end{equation}
The closed form (\ref{eq:closed}) also gives $614$ eV; the next term is below $0.01$ eV. Relaxation lowers the barrier by a factor $3.8$. With $R=1000$ nm and all else fixed, $c=1.263$ nm, $\Lambda=7.92$, and the two terms give $446-28=418$ eV. A tenfold wider patch lowers the barrier by about a third.

One may also expand in the explicit parameter $L$. From $\Lambda=L+\ln\Lambda$ one has $\Lambda=L+\ln L+O(\ln L/L)$, and therefore
\begin{equation}
E_{\rm rel}=\pi\gamma h^2\left[\frac1L-\frac{\ln L+\frac12}{L^2}
+O\!\left(\frac{\ln^2L}{L^3}\right)\right].
\label{eq:explicit}
\end{equation}
For $R=100$ nm, $L=0.549+\ln20=3.55$, and (\ref{eq:explicit}) gives $996-496=500$ eV, which is 19\% below the closed form. For $R=1000$ nm it gives $370$ eV, 11\% below. Two terms in $1/L$ are not enough here because $\ln L/L$ is not small at practical sizes. Solving (\ref{eq:lambda}) for $\Lambda$ first keeps these logarithms together, and two terms then suffice.

The small-angle limit shows where the stationary hole ceases to exist. As $\theta\to0$, $u_0\to\ln(\theta/2)$ and $L\to\ln(R\theta/h)$. Since $\Lambda-\ln\Lambda$ is never less than $1$, (\ref{eq:lambda}) has a solution only for $L\ge1$. The condition $R\gg h$ is then not enough: the patch must also satisfy $R\theta\ge eh$, with $e=2.718\ldots$, because a wall of slope $\theta$ needs a width of order $h/\theta$ to reach the film surface. The form in $\Lambda$ stays accurate down to this bound, while the two-term form in $L$ needs $\ln(R\theta/h)\gg1$.

\section{Why the stationary shape is a barrier}

A stationary shape need not separate a closed hole from an open one. For $\theta\ge90^\circ$ the closed side can be reached by an explicit path. Take a neck radius $\rho<c$, use the two catenoid pieces belonging to $\rho$, and join them by a vertical cylinder. The catenoid pieces have total height
\begin{equation}
H(\rho)=\rho\left[u_0+\operatorname{arcosh}(R/\rho)\right]<h,
\end{equation}
and the cylinder fills the remaining $h-H$. The energy is
\begin{equation}
E(\rho)=\pi\gamma\left[\rho H-R^2+R\sqrt{R^2-\rho^2}+2\rho(h-H)\right].
\end{equation}
Differentiating $H$ gives $\rho H'=H-\rho R/\sqrt{R^2-\rho^2}$. The square-root terms cancel in the derivative of $E$:
\begin{align}
\frac{dE}{d\rho}&=\pi\gamma\left[2h-H-\rho H'-\frac{\rho R}{\sqrt{R^2-\rho^2}}\right]\nonumber\\
&=2\pi\gamma(h-H)>0 .
\end{align}
The energy therefore rises steadily from zero at $\rho=0$ to $E_{\rm rel}$ at $\rho=c$, where the cylinder has vanished.

The other side was examined numerically for $R=100$ nm. The wall was replaced by 120 conical rings with free radii. The stationary energy of this surface is $614.4$ eV, against $614.3$ eV from (\ref{eq:closed}), and exactly one independent deformation lowers it. Following that deformation one way narrows the neck to $0.96$ nm at $556$ eV; the other way widens it to $4.21$ nm at $364$ eV. Each descent was stopped once the neck radius had halved or doubled. The lowest ring meets the substrate at $118.9^\circ$ rather than $120^\circ$ because the wall curves within its height of $0.083$ nm. The curvature $r''(0)=r_0/c^2=2.224/1.926^2=0.60$ nm$^{-1}$ changes the mean slope from $-0.577$ to $-0.552$, which corresponds to $118.9^\circ$.

The open side leads on to a fully open hole. At the same foot radius, $2.224$ nm, a second catenoid meets the rim at the lower energy of $610$ eV. Widening its foot lowers the energy steadily, to $-168$ eV at $5$ nm and $-3777$ eV at $10$ nm.

For this example, these results establish a pass for axisymmetric shapes. They do not prove that no other shape offers a lower one.

\section{Comparison with temperature}

If each surface site attempts to open a hole at rate $\nu$, the expected number of openings in time $t$ is
\begin{equation}
N=N_{\rm sites}\,\nu t\,e^{-E/k_BT}.
\end{equation}
One opening is expected when $E=k_BT\ln(N_{\rm sites}\nu t)$. Take a generous case: a wafer of $0.0707$ m$^2$, one site per $0.0625$ nm$^2$, $\nu=10^{13}$ s$^{-1}$, ten years ($3.15\times10^8$ s), and $673$ K, where $k_BT=0.0580$ eV. The logarithm is $91.1$, so the threshold is $91.1\times0.0580=5.28$ eV.

The relaxed barrier is $116$ times larger. In units of $k_BT$ it is about $10\,600$, and the expected number of openings is of order $10^{-4561}$. The exponent has no meaning to that precision, but its size does: an error of many powers of ten in $\nu$ or $N_{\rm sites}$ changes nothing. Within pure capillarity, thermal opening of an intact film by this route is excluded for patches of this size.

A wider patch does not rescue it within pure capillarity. Reaching $5.28$ eV would require $\Lambda\simeq3530/5.28\simeq670$, and $R$ grows roughly as $e^\Lambda$. Thickness matters far more, because the barrier scales nearly as $h^2$. With $R$ held at $100$ nm, the purely capillary barrier falls to the threshold at $h=1.12$ nm. A real film loses its stability sooner: with the van der Waals attraction estimated below, a flat film of this radius is unstable once $h$ is less than about $2.6$ nm. At a few atomic layers a continuum surface energy is in any case a rough guide.

\section{Neglected effects}

\paragraph{Finite reservoir.} If the removed material stays within $R=100$ nm, the film thickens by a factor $1+r^2/R^2$ to first order. The wall energy at $r^*$ is $2E_{\rm cyl}$, so the vertical-wall barrier rises by about $2(2353)(6.67/100)^2=21$ eV, or 0.9\%. The relaxed hole displaces far more material. With the film volume kept within $R$ and the surface horizontal at $R$ but free to rise there, its barrier rises to about $735$ eV, or by 20\%; with the surface held at height $h$ at $R$ it rises to about $789$ eV, or by 28\%.

\paragraph{Surface energy.} If the side wall has energy $\gamma_w\ne\gamma$, the first term of (\ref{eq:dE}) carries $\gamma_w$, and the maximum scales as $\gamma_w^2$. A wall energy 10\% lower reduces $E_{\rm cyl}$ by 19\%, or $447$ eV. Heating from $293$ to $673$ K, with a rough slope of $-2\times10^{-4}$ J/(m$^2$\,K), lowers $\gamma$ by 4.2\%. At fixed $\theta$ both barriers fall in the same proportion.

\paragraph{Stress.} In a free plate under equal biaxial stress $\sigma$, the stress along the edge of a hole is $2\sigma$, so the edge lies $2\sigma r/Y$ outward from its unstressed position, where $Y$ is Young's modulus. Before the cut the same circle was displaced by $\sigma(1-\nu)r/Y$, with $\nu$ Poisson's ratio. The cut therefore moves the edge by a further $\sigma(1+\nu)r/Y$ and releases half the edge force $2\pi rh\sigma$ times this distance. It also releases the elastic energy of the removed disc, $\pi r^2h\,\sigma^2(1-\nu)/Y$, which is half the edge force times the earlier displacement. In the sum $\nu$ drops out, and the energy released is half the edge force times the total displacement,
\begin{equation}
\frac12\,\sigma\,(2\pi rh)\,\frac{2\sigma r}{Y}=\frac{2\pi\sigma^2r^2h}{Y}.
\end{equation}
For $\sigma=0.5$ GPa, $Y=120$ GPa and $r=r^*$ this is $36$ eV, or 1.5\% of $E_{\rm cyl}$. A film bonded to a rigid substrate releases less, because the bond restrains the edge. The relaxed hole at $R=100$ nm removes about $3.0\times10^4$ nm$^3$, some twenty times more than the cylinder. If that material is redeposited free of stress, its stored energy, about $260$ eV for $\nu=0.34$, is gained as well. For a fixed shape this is 42\% of the relaxed barrier; if the surface may respond, the intact film itself sags by $1.9$ nm at the centre, and the barrier measured from this sagged film falls by about $230$ eV instead. At this radius and stress, hundreds of eV remain either way. If it is redeposited at the same stress, this gain cancels. The sag grows as $\sigma^2R^2$, so with stress-free redeposition the margin shrinks quickly. At $0.5$ GPa the barrier is about $166$ eV at $R=150$ nm, $24$ eV at $200$ nm and below the thermal threshold at $220$ nm. At $R=100$ nm it is about $25$ eV for $1$ GPa and vanishes before $1.2$ GPa. This limits the conclusion to small patches and moderate stress.

\paragraph{Van der Waals attraction.} A film energy $-A/(12\pi z^2)$ per area, with $A>0$, favours thinning. In the shallow region $1/z^2-1/h^2\simeq2c\ln(R/r)/h^3$, and the energy change within the patch is
\begin{equation}
-\frac A6\int_0^R\frac{2c}{h^3}\,r\ln\frac Rr\,dr=-\frac{AcR^2}{12h^3}.
\end{equation}
For $A=3\times10^{-19}$ J this gives $-3$ eV at $R=100$ nm and about $-200$ eV at $R=1000$ nm. Integrating over the full profile from the neck outward gives $-4.6$ and $-249$ eV. The removed material, however, thickens the surrounding film, which costs $A/(6\pi h^3)$ per volume. The removed volume is close to $\pi cR^2/2$, so this cost is $AcR^2/(12h^3)$ and cancels the shallow term. At $R=100$ nm the net shift, counted from the neck outward, is about $-1.6$ eV. Including the region under the overhang, with an atomic cutoff between $0.17$ and $0.5$ nm, moves it to between about $-1$ and $+2$ eV. Its sign thus depends on how the foot is treated, but its size stays below 1\% of the relaxed barrier. At $R=1000$ nm the same first-order estimate gives $-52$ eV, but there the attraction reshapes the surface strongly, and the estimate is not a reliable correction to the barrier. For still wider patches the attraction wins: a flat film held at its rim becomes unstable, with no barrier, once $R$ exceeds $2.405\,h^2\sqrt{2\pi\gamma/A}\simeq1.5$ $\mu$m. The conclusion is therefore not extended to micrometre patches.

\section{Relation to interconnect films}

The parameters are rough values for a thin metal seed layer on an oxide liner, and $673$ K is a high processing temperature for such a stack. A liner that the metal wets better has a smaller $\theta$ and a higher barrier. The model assumes an intact, uniform film. Real layers can be polycrystalline and may contain pinholes. A grain-boundary groove that reaches the substrate has already made an opening, though a narrow one may close again. A vertical-walled pinhole of radius larger than $r^*$ can grow without any barrier, so for it the relevant energy drops from hundreds of eV to zero. For patches up to about $100$ nm and stresses up to about $0.5$ GPa, the model makes thermal nucleation of axisymmetric holes in sound material far too rare to explain break-up; existing defects are one possible starting point. Wider or more highly stressed patches lie outside this estimate: stress relief can remove the barrier near $0.2$ $\mu$m, and van der Waals attraction on micrometre scales. The main values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Film thickness: 10.0 nm
Surface energy: 1.80 J/m^2
Contact angle: 120.0 degrees
Temperature: 673 K
Thermal energy kT: 0.0580 eV
1 - cos(theta): 1.500
Cylinder critical radius: 6.667 nm
Cylinder barrier: 2353.0 eV
Cylinder barrier: 3.770e-16 J
Cylinder barrier / kT: 40573
Cylinder barrier at 110 degrees: 2630 eV
Cylinder barrier at 130 degrees: 2148 eV
Main patch radius: 100 nm
Foot parameter u0: 0.5493
Relaxed neck radius: 1.926 nm
Relaxed contact radius: 2.224 nm
Relaxed barrier, formula: 614.3 eV
Relaxed barrier, discretized: 614.4 eV
Relaxed barrier / kT: 10593
Cylinder / relaxed barrier: 3.83
Discretized foot angle: 118.9 degrees
Number of downhill directions: 1
Closing descent: neck 0.96 nm, energy 556 eV
Opening descent: neck 4.21 nm, energy 364 eV
Relaxed neck for R=1000 nm: 1.263 nm
Relaxed barrier for R=1000 nm: 418 eV
Wafer area: 0.0707 m^2
Area per site: 0.0625 nm^2
Attempt rate: 1.0e+13 1/s
Duration: 3.15e+08 s
Log of number of trials: 91.1
One-event threshold: 5.28 eV
log10 expected openings, relaxed: -4561
Thickness at threshold, R=100 nm: 1.12 nm
Finite-patch change of cylinder: +21.4 eV
Change for 10% lower wall energy: -447 eV
Surface-energy slope: -2.0e-04 J/(m^2 K)
Change from 293 K to 673 K: -4.2 %
Film stress: 0.50 GPa
Young's modulus: 120 GPa
Stress release, cylinder: 36.3 eV
Hamaker constant: 3.0e-19 J
Van der Waals shift, R=100 nm: -4.6 eV
Van der Waals shift, R=1000 nm: -249 eV
\end{verbatim}
